# Magnons, Stoner continuum and Landau damping in a spin-polarized electron gas

## Problem

A uniform, nonrelativistic electron gas at zero temperature is fully polarized. Its up electrons fill a Fermi sphere of radius $a$. The interaction is modelled by the contact energy $I\,n_\uparrow n_\downarrow$ per volume, used adiabatically in time-dependent density functional theory. Hartree atomic units are used, with $m=n_\uparrow-n_\downarrow$.

1. Find the transverse kernel and the equation for a magnon of wavevector $\mathbf q$ that lowers the spin by one.
2. Find the edges of the Stoner continuum, the energies of independent spin-flip pairs.
3. Show that the magnon energy is $Dq^2$ at small $q$, and find the stiffness $D$.
4. Find the wavenumber $q_c$ at which Landau damping, the decay into spin-flip pairs, begins.

Evaluate the results for $a=1$ bohr$^{-1}$ and a spin splitting $\Delta=0.6$ hartree.

## Hints

1. For an arbitrary spin axis, $n_\uparrow n_\downarrow$ becomes the determinant of the $2\times2$ spin density matrix.
2. Give an up orbital a small down component and solve its Schrödinger equation to first order.
3. For the stiffness, expand in the pair energy minus $\Delta$ and average over the Fermi sphere.
4. For the onset, cut the sphere into disks perpendicular to $\mathbf q$. The integral is elementary at the lower edge.

## Solution

### 1. Kernel and magnon equation

Let $\rho_{\sigma\sigma'}=\sum\phi_\sigma\phi^*_{\sigma'}$, summed over occupied orbitals. The contact energy is $I(\rho_{\uparrow\uparrow}\rho_{\downarrow\downarrow}-\rho_{\uparrow\downarrow}\rho_{\downarrow\uparrow})$, and the potential is its derivative, $v_{\sigma\sigma'}=\partial E/\partial\rho_{\sigma'\sigma}$. Hence

$$v_\uparrow=In_\downarrow,\qquad v_\downarrow=In_\uparrow,\qquad v_{\downarrow\uparrow}=-I\rho_{\downarrow\uparrow}.$$

The splitting is $\Delta=v_\downarrow-v_\uparrow=Im$, and the transverse kernel is $-I=-\Delta/m$. A local spin-density functional gives the same ratio $-\Delta/m$, because its spin-dependent potential stays antiparallel to the local spin density when both are rotated.

Full polarization requires the lowest down level to lie no lower than the up Fermi level, so $\Delta\ge a^2/2$. The example satisfies this, since $0.6>0.5$. These are model parameters. At this density, $r_s=2.42$ bohr, the local spin-density approximation (PW92) gives the fully polarized Coulomb gas a splitting of only 0.18 hartree and places the paramagnetic state 0.08 hartree per electron lower. The numbers below therefore describe the contact model, not the real electron gas or a real metal.

Now let $v_{\downarrow\uparrow}=Ve^{i(\mathbf q\cdot\mathbf r-\omega t)}$. An up orbital $\mathbf k$ acquires a down component of amplitude $c$, wavevector $\mathbf k+\mathbf q$ and frequency $\varepsilon_\uparrow(\mathbf k)+\omega$. Its Schrödinger equation is

$$[\varepsilon_\uparrow(\mathbf k)+\omega]c=\varepsilon_\downarrow(\mathbf k+\mathbf q)c+V
\quad\Rightarrow\quad c=-\frac{V}{E_{\mathbf k}-\omega},$$

$$E_{\mathbf k}=\varepsilon_\downarrow(\mathbf k+\mathbf q)-\varepsilon_\uparrow(\mathbf k)=\Delta+\mathbf k\cdot\mathbf q+\frac{q^2}{2}.$$

Summing over occupied orbitals gives $\rho_{\downarrow\uparrow}$ the amplitude $-VL$, with

$$L(q,\omega)=\int_{k<a}\frac{d^3k}{(2\pi)^3}\,\frac{1}{E_{\mathbf k}-\omega}.$$

Self-consistency requires $V=-I(-VL)$. A free oscillation, $V\neq0$, therefore obeys

$$1=I\,L(q,\omega).$$

At $q=0$, $L=m/(\Delta-\omega)$, so $\Delta-\omega=Im=\Delta$ and $\omega=0$. This is the Goldstone mode: a uniform rotation of all spins costs no energy. A kernel $-I'$ inconsistent with the splitting would give $\omega=\Delta-I'm$. This is a false gap for $I'<I$, and a negative frequency, a false instability, for $I'>I$.

### 2. Stoner continuum

All down states are empty, so every $k<a$ is allowed, and $\mathbf k\cdot\mathbf q$ runs from $-aq$ to $aq$. The edges are

$$\omega_\pm(q)=\Delta\pm aq+\frac{q^2}{2}.$$

The continuum starts at the single energy $\Delta$ for $q=0$ and has width $2aq$. Completing the square gives $\omega_-=(q-a)^2/2+\Delta-a^2/2$. The smallest energy of an independent spin-flip pair is thus $\Delta-a^2/2=0.1$ hartree, at $q=a$. The magnon, a collective state, can lie below it.

### 3. Stiffness

Set $W=\Delta-\omega$ and $x=\mathbf k\cdot\mathbf q+q^2/2$, and expand

$$\frac1{W+x}=\frac1W-\frac{x}{W^2}+\frac{x^2}{W^3}-\dots$$

Over the Fermi sphere $\langle\mathbf k\cdot\mathbf q\rangle=0$ and $\langle k^2\rangle=3a^2/5$. By isotropy $\langle(\mathbf k\cdot\mathbf q)^2\rangle=q^2\langle k^2\rangle/3=q^2a^2/5$. So $\langle x\rangle=q^2/2$ and $\langle x^2\rangle=q^2a^2/5+O(q^4)$. The average of $x^3$ is already $O(q^4)$, because $(\mathbf k\cdot\mathbf q)^3$ averages to zero. Using $Im=\Delta$ and multiplying $1=IL$ by $W$,

$$W=\Delta\left[1-\frac{q^2}{2W}+\frac{q^2a^2}{5W^2}\right]+O(q^4).$$

Since $W=\Delta+O(q^2)$, $W$ may be replaced by $\Delta$ inside the bracket. Then $\omega=\Delta-W$ gives

$$\omega=Dq^2+O(q^4),\qquad D=\frac12-\frac{a^2}{5\Delta}.$$

For $\Delta\to\infty$ only the free-electron term $1/2$ remains. The spread of pair energies lowers $D$. At the smallest allowed splitting, $\Delta=a^2/2$, $D=1/10$, so the stiffness stays positive.

In the example, $D=0.5-0.3333=0.1667$ hartree bohr$^2$, or 1270 meV Å$^2$.

### 4. Onset of Landau damping

Let $z$ be the component of $\mathbf k$ along $\mathbf q$. A disk of the Fermi sphere has area $\pi(a^2-z^2)$, so

$$L=\frac{F(u;a)}{8\pi^2q},\qquad F(u;a)=\int_{-a}^{a}\frac{a^2-z^2}{u+z}\,dz,\qquad u=\frac{\Delta-\omega}{q}+\frac q2.$$

Writing $a^2-z^2=(a^2-u^2)+(u-z)(u+z)$ and integrating,

$$F(u;a)=2au+(a^2-u^2)\ln\frac{u+a}{u-a}.$$

The lower edge is $u=a$, where the integrand is $a-z$ and $F=2a^2$. With $I=\Delta/m$ and $m=a^3/(6\pi^2)$,

$$IL(q,\omega_-)=\frac{6\pi^2\Delta}{a^3}\,\frac{2a^2}{8\pi^2q}=\frac{3\Delta}{2aq}.$$

Below the continuum $\partial L/\partial\omega=\int d^3k\,(2\pi)^{-3}(E_{\mathbf k}-\omega)^{-2}>0$, and $L\to0$ for $\omega\to-\infty$. There is therefore one root below the edge if $IL(q,\omega_-)>1$, and none if it is smaller than 1. The undamped branch ends at

$$q_c=\frac{3\Delta}{2a},\qquad \omega_c=\Delta-aq_c+\frac{q_c^2}{2}=-\frac{\Delta}{2}+\frac{9\Delta^2}{8a^2}.$$

The root must also be positive, or the ferromagnet would be unstable. Because $L$ rises with $\omega$, this means $IL(q,0)<1$. Take first $\Delta=a^2/2$ and $a=1$. Then $u=(q+1/q)/2$, $m/\Delta=1/(3\pi^2)$, and the condition $F<8\pi^2qm/\Delta=8q/3$ becomes, for $q<1$,

$$\ln\frac{1+q}{1-q}>\frac{2(q-5q^3/3)}{(1-q^2)^2}.$$

Both sides vanish at $q=0$. The derivative of the left minus that of the right is $16q^4/[3(1-q^2)^3]>0$, so the inequality holds. At $q=1$, $F=2<8/3$. For $q>1$ the logarithm has $q-1$ in its denominator and is positive, while the right side is negative. For larger $\Delta$, $IL(q,0)=\langle(1+x/\Delta)^{-1}\rangle$ is a convex function of $1/\Delta$. It equals 1 at $1/\Delta=0$ and is below 1 at $1/\Delta=2/a^2$, hence below 1 in between.

For the example, $q_c=1.5\times0.6/1=0.90$ bohr$^{-1}$ and $\omega_c=-0.300+0.405=0.105$ hartree, or 2.86 eV. The branch, in atomic units, is:

| $q$ | magnon | $Dq^2$ | lower edge |
|---|---|---|---|
| 0.2 | 0.0066 | 0.0067 | 0.420 |
| 0.4 | 0.0259 | 0.0267 | 0.280 |
| 0.6 | 0.0560 | 0.0600 | 0.180 |

At $q_c$ the quadratic law gives 0.135 hartree, 29% above $\omega_c$. As an independent check, the program diagonalizes a discretized spin-flip matrix at $q=0.5$ and finds the same magnon energy as the closed formula, 0.0398 hartree.

The sharp onset follows from the real, frequency-independent kernel, which leaves out other decay channels. Decay into several independent pairs needs at least $\Delta-a^2/2=0.1$ hartree, which the magnon reaches only at $q\approx0.85$ bohr$^{-1}$. At smaller $q$, energy and momentum still allow decay into a softer magnon and a spin-conserving pair of the up electrons. The rates of these processes are not computed here.

## Variation 1: partial polarization

*Let the down electrons fill a sphere of radius $b<a$. What changes?*

The common Fermi level requires $a^2/2-\Delta/2=b^2/2+\Delta/2$, so $\Delta=(a^2-b^2)/2$. The state $\mathbf k+\mathbf q$ must now be empty. For $q<a-b$ the lowest pair still has $\mathbf k$ opposite to $\mathbf q$ with $k=a$, and

$$\omega_-=\tfrac12[(a-q)^2-b^2].$$

This reaches zero at $q=a-b$. From there to $q=a+b$ the two Fermi surfaces, displaced by $\mathbf q$, touch or intersect, and pairs of zero energy exist. Beyond $a+b$ the same formula returns. The upper edge is unchanged.

An occupied down orbital $\mathbf p=\mathbf k+\mathbf q$ acquires an up component through $v_{\uparrow\downarrow}=v_{\downarrow\uparrow}^*$. With amplitude $c'$,

$$[\varepsilon_\downarrow(\mathbf p)-\omega]c'=\varepsilon_\uparrow(\mathbf p-\mathbf q)c'+V^*.$$

It adds $c'^*=V/(E-\omega)$ to $\rho_{\downarrow\uparrow}$, opposite in sign to the up term, with $E=\Delta+\mathbf p\cdot\mathbf q-q^2/2$. Expanding as before, with $n=n_\uparrow+n_\downarrow$,

$$L=\frac mW-\frac{nq^2}{2W^2}+\frac{q^2(n_\uparrow a^2-n_\downarrow b^2)}{5W^3}+O(q^4),$$

$$D=\frac{n}{2m}-\frac{n_\uparrow a^2-n_\downarrow b^2}{5m\Delta}.$$

Inserting $n_\uparrow=a^3/(6\pi^2)$, $n_\downarrow=b^3/(6\pi^2)$ and $\Delta$,

$$D=\frac{5(a^3+b^3)(a^2-b^2)-4(a^5-b^5)}{10(a^3-b^3)(a^2-b^2)}
=\frac{(a-b)(a^2+3ab+b^2)}{10(a+b)(a^2+ab+b^2)}.$$

The numerator is $a^5-5a^3b^2+5a^2b^3-b^5=(a-b)^3(a^2+3ab+b^2)$, and two factors $a-b$ cancel. The stiffness is positive and vanishes as $(a-b)/(12a)$ when the polarization disappears.

For the onset, slicing both spheres gives $8\pi^2qL=F(u;a)-F(u-q;b)$. For $q<a-b$, each occupied down state is paired with an occupied up state, and their terms cancel. The remaining terms are positive, so $L$ again rises with $\omega$. At the edge $u=a$, $IL=1$ reads

$$\frac{8\pi^2qm}{\Delta}=2a^2-F(a-q;b).$$

The left side rises with $q$ from zero. The right side starts positive and falls, since $F(u;b)$ grows as $u$ decreases. At $q=a-b$ the left side is larger if $4(a^2+ab+b^2)>3(a+b)^2$, which is $(a-b)^2>0$. There is one crossing, before the continuum becomes gapless.

For $a=1$ and $b=0.3$ bohr$^{-1}$, $\Delta=0.455$ hartree and $D=0.52775-0.45066=0.07709$ hartree bohr$^2$ (587 meV Å$^2$). The onset is at $q_c=0.656$ bohr$^{-1}$ and 0.0142 hartree (0.388 eV). The magnon energy at $q=0.6$ is 0.0172 hartree, so the branch has passed a maximum before it is damped.

## Variation 2: beyond the onset

*For the fully polarized gas, how does the width begin?*

Retarded response means $\omega\to\omega+i0$, hence $u\to u-i0$. For $-a<u<a$ the logarithm in $F$ becomes $\ln[(a+u)/(a-u)]+i\pi$, so $\mathrm{Im}\,L=(a^2-u^2)/(8\pi q)$. It vanishes linearly at the edge.

The magnon equation is $F=8\pi^2qm/\Delta=2a^2q/q_c$. Continue $F$ to complex frequency and put $u=a-\delta$. To leading order in $\delta$, $F=2a^2-2a\delta+2a\delta[\ln(2a/\delta)+i\pi]$, and therefore

$$\delta\left[\ln\frac{2a}{\delta}-1+i\pi\right]\simeq a\,\frac{q-q_c}{q_c},\qquad \omega=\omega_-(q)+q\delta.$$

For small $\delta$ the logarithm is large, so $\mathrm{Re}\,\delta>0$ and $\mathrm{Im}\,\delta<0$. The magnon enters the continuum and decays. Its half width $\gamma=-\mathrm{Im}\,\omega$, divided by its depth $\mathrm{Re}\,\omega-\omega_-$, tends to zero only logarithmically at the onset.

For $\Delta=0.6$ hartree, 2% beyond $q_c$ the depth is $0.10565-0.10336=0.0023$ hartree and $\gamma=0.0016$ hartree. At 10% they are $0.11240-0.10005=0.01235$ and 0.0136 hartree, so the half width already exceeds the depth. The peak of the absorption then lies at 0.1197 hartree, above the real part of the pole, and the line is not a Lorentzian centred on the pole.

## Calculated quantities

```
Atomic units: q in 1/bohr, energies in hartree
Gas P: a = 1.00, b = 0.30 1/bohr, Delta = 0.4550 hartree
  n = 0.017343, m = 0.016431 bohr^-3, m/n = 0.9474
  I = 27.6917 hartree bohr^3
  D terms: 0.52775 - 0.45066 hartree bohr^2
  D formula = 0.077089 hartree bohr^2
  D from direct roots = 0.077089 hartree bohr^2
  D converted = 587.4 meV angstrom^2
  q, magnon, D q^2, lower edge, upper edge:
  0.1 0.000765 0.000771 0.360000 0.560000
  0.2 0.002993 0.003084 0.275000 0.675000
  0.3 0.006463 0.006938 0.200000 0.800000
  0.4 0.010741 0.012334 0.135000 0.935000
  0.5 0.014994 0.019272 0.080000 1.080000
  0.6 0.017230 0.027752 0.035000 1.235000
  onset q_c = 0.65577 1/bohr (direct 0.65575)
  onset energy = 0.014247 hartree = 0.3877 eV
  D q_c^2 = 0.033151 hartree
Gas F: a = 1.00, b = 0.00 1/bohr, Delta = 0.6000 hartree
  n = 0.016887, m = 0.016887 bohr^-3, m/n = 1.0000
  I = 35.5306 hartree bohr^3
  D terms: 0.50000 - 0.33333 hartree bohr^2
  D formula = 0.166667 hartree bohr^2
  D from direct roots = 0.166667 hartree bohr^2
  D converted = 1270.0 meV angstrom^2
  q, magnon, D q^2, lower edge, upper edge:
  0.1 0.001664 0.001667 0.505000 0.705000
  0.2 0.006624 0.006667 0.420000 0.820000
  0.3 0.014778 0.015000 0.345000 0.945000
  0.4 0.025945 0.026667 0.280000 1.080000
  0.5 0.039834 0.041667 0.225000 1.225000
  0.6 0.055991 0.060000 0.180000 1.380000
  onset q_c = 0.90000 1/bohr (direct 0.89997)
  onset energy = 0.105000 hartree = 2.8572 eV
  D q_c^2 = 0.135000 hartree
Gas P gapless from 0.70 to 1.30 1/bohr
Gas F, q = 0.5: matrix magnon = 0.039834 hartree
Gas F, q = 0.5, w = Delta: Im L histogram 0.07455, formula 0.07460 a.u.
Gas F beyond onset: q, edge, Re pole, half width, peak:
  0.91800 0.10336 0.10565 0.00156 0.10621
  0.94500 0.10151 0.10757 0.00529 0.10993
  0.99000 0.10005 0.11240 0.01362 0.11972
```
